# Fitting Backscatter-Split Ring Resonances and the Loss Error of One Lorentzian

## Two equal dips, fitted by hand

A ring resonator has two travelling modes of the same frequency, clockwise and counterclockwise. Weak reflection inside the ring couples them at a rate $g$ and turns them into two standing waves, whose angular frequencies lie $g$ above and below the original one. Let each have energy-decay rate $\kappa$, which is also its full width at half maximum. If the bus waveguide is coupled very weakly, the transmission shows the sum of two shallow, equal Lorentzian dips.

Measure the detuning $\Delta$ from the midpoint in half widths, $x=2\Delta/\kappa$, and put $s=2g/\kappa$, $S=s^2$. Apart from a constant height, the dip is

$$f(x)=\frac12\left[\frac1{1+(x-s)^2}+\frac1{1+(x+s)^2}\right].$$

Suppose that someone fits one Lorentzian, $A\,\ell_w(x)$ with $\ell_w=w^2/(w^2+x^2)$, centred at the midpoint. The fit is least squares with uniform weight, a known baseline and an unlimited scan. A correct width would be $w=1$.

With the overlap $O=\int f\ell_w\,dx$ and the norm $N=\int\ell_w^2\,dx=\pi w/2$, the squared misfit is $\int f^2dx-2AO+A^2N$. It is smallest at $A=O/N$, where it equals $\int f^2dx-O^2/N$. The best width therefore maximises $O^2/N$.

When two Lorentzians are convolved their half widths add, because their Fourier transforms are decaying exponentials, which multiply. Hence

$$O=\frac{\pi w(1+w)}{(1+w)^2+S},\qquad \frac{O^2}{N}=\frac{2\pi w(1+w)^2}{[(1+w)^2+S]^2}.$$

Setting the logarithmic derivative to zero gives

$$\frac1w+\frac2{1+w}=\frac{4(1+w)}{(1+w)^2+S}.$$

The left side is $(1+3w)/[w(1+w)]$. Cross-multiplication gives $(1+3w)[(1+w)^2+S]=4w(1+w)^2$, so

$$S=\frac{(w-1)(1+w)^2}{1+3w}.\tag{1}$$

For $w>1$ the right side rises steadily from zero, so each $S$ has one solution. It is a maximum, since $O^2/N$ vanishes for $w\to0$ and $w\to\infty$.

Try $w=1.2$: $S=0.2\times4.84/4.6=0.21$. A splitting $2g$ of $\sqrt{0.21}=0.46$ linewidths makes the fitted line 20% too wide. In this weak-coupling limit the linewidth is the intrinsic loss, so the loss is also 20% too high.

Do two dips show at this splitting? The curvature of $1/(1+u^2)$ is $(6u^2-2)/(1+u^2)^3$, so the centre of $f$ turns from a maximum into a minimum at $S=1/3$. There (1) gives $w=1.308$. A weakly coupled doublet that still looks like one dip can thus inflate the loss by up to 31%.

## Finite coupling to the bus

Let $a$ and $b$ be the clockwise and counterclockwise amplitudes, with $|a|^2$ and $|b|^2$ the stored energies, and let $s_{\rm in}$ be the bus amplitude, with $|s_{\rm in}|^2$ the power. Fields vary as $e^{-i\omega t}$. The energy-decay rate is $\kappa=\kappa_i+\kappa_e$: intrinsic loss plus escape to the bus. In the frame of the laser, with $L=\kappa/2-i\Delta$,

$$\dot a=-La+igb+i\sqrt{\kappa_e}\,s_{\rm in},\qquad \dot b=-Lb+iga.$$

The backscatter is taken as conservative: it moves energy between the modes without loss. Its phase can be absorbed into $b$, so $g$ is real.

In the steady state $b=iga/L$. Inserting this in the first equation gives $(L+g^2/L)a=i\sqrt{\kappa_e}\,s_{\rm in}$, hence

$$a=\frac{i\sqrt{\kappa_e}\,L}{L^2+g^2}s_{\rm in},\qquad b=-\frac{\sqrt{\kappa_e}\,g}{L^2+g^2}s_{\rm in}.$$

The transmitted field is $s_{\rm in}+i\sqrt{\kappa_e}\,a$ and the reflected field $i\sqrt{\kappa_e}\,b$. The amplitude coefficients are

$$t=1-\frac{\kappa_eL}{L^2+g^2},\qquad r=-\frac{i\kappa_eg}{L^2+g^2}.\tag{2}$$

Power missing from $T=|t|^2$ is either dissipated or reflected:

$$1-T=\frac{\kappa_i(|a|^2+|b|^2)}{|s_{\rm in}|^2}+|r|^2=\frac{\kappa_e[\kappa_i|L|^2+(\kappa_i+\kappa_e)g^2]}{|L^2+g^2|^2}.$$

Let $\eta=\kappa_i/\kappa$. Use $|L|^2=\kappa^2(1+x^2)/4$, $g^2=\kappa^2S/4$ and $L^2+g^2=(\kappa^2/4)(1-x^2+S-2ix)$. Then

$$1-T=4(1-\eta)f,\qquad f=\frac{\eta(1+x^2)+S}{(1+x^2)^2+2S(1-x^2)+S^2}.\tag{3}$$

For $\eta\to1$ this $f$ is the sum of two Lorentzians used above. A ring is called undercoupled for $\eta>1/2$, critically coupled at $\eta=1/2$ and overcoupled for $\eta<1/2$. These names compare $\kappa_i$ with $\kappa_e$; with backscatter the transmission does not fall to zero at $\eta=1/2$, since (2) gives $t=S/(1+S)$ at the centre.

**When two dips appear.** Put $y=x^2$. The sign of $df/dy$ is that of

$$-\eta y^2-2(\eta+S)y+\eta(1+S)^2-2(1-S)(\eta+S).$$

This falls as $y$ grows from zero. So $f$ has a maximum away from the centre if and only if the constant part is positive, that is, if $(\eta+2)S^2+(4\eta-2)S-\eta>0$. The doublet is resolved for

$$S>S_c=\frac{1-2\eta+\sqrt{5\eta^2-2\eta+1}}{\eta+2}.\tag{4}$$

At $\eta=1$ this returns $1/3$.

## The best single Lorentzian in general

The hand calculation needed only an overlap, and that is still available in closed form. Write $f$ as the real part of

$$F(x)=\frac{P+Q(1-ix)}{(1-ix)^2+S}.$$

Multiplying above and below by the conjugate denominator gives the real numerator $P(1-x^2+S)+Q(1+x^2+S)$. Matching it to $\eta(1+x^2)+S$ requires $Q-P=\eta$ and $(P+Q)(1+S)=\eta+S$, so

$$P=\frac{S(1-\eta)}{2(1+S)},\qquad Q=\eta+P.$$

The poles of $F$ lie at $x=\pm s-i$, below the real axis. Closing the overlap integral above the axis leaves the pole of $\ell_w$ at $x=iw$:

$$O=2\pi i\,\frac{w^2F(iw)}{2iw}=\pi wF(iw),\qquad F(iw)=\frac{P+Qv}{v^2+S},\quad v=1+w.$$

Now $O^2/N=2\pi wF^2$, and its stationary points obey $F+2w\,dF/dw=0$. Multiplication by $(v^2+S)^2$ gives

$$(P+Qv)(v^2+S)+2(v-1)(QS-Qv^2-2Pv)=0,$$

and collecting powers of $v$,

$$Qv^3-(2Q-3P)v^2-(3QS+4P)v+(2Q-P)S=0.\tag{5}$$

Of the real roots $v>1$, take the one with the largest $wF^2$. The fitted amplitude is $O/N=2F$, so the fitted depth is $D=8(1-\eta)F(iw)$. For $\eta\to1$, $P$ vanishes and (5) becomes (1).

Equation (5) was tested against direct numerical least squares with a free centre, for five values of $\eta$ from 0.25 to 0.95 and $S=0.03$, $0.15$ and $S_c$. Widths and depths agreed within $10^{-7}$.

To extract a loss, the single-mode analyst uses (3) with $S=0$, where the depth is $4\eta(1-\eta)$. Solving for $\eta$ and multiplying by the fitted width $w\kappa$ gives

$$\kappa_{i,\rm fit}=\frac{w\kappa}{2}\left[1\pm\sqrt{1-D}\right],\tag{6}$$

with plus for an undercoupled ring and minus for an overcoupled one.

## Is the loss overestimated?

Expand for small $S$. Put $w=1+\omega$, so $v=2+\omega$, $P\approx S(1-\eta)/2$ and $Q\approx\eta$ where it multiplies a small quantity. Equation (5) becomes $4\eta\omega+4P-4\eta S=0$, or

$$\omega=S-\frac P\eta=\frac{3\eta-1}{2\eta}S.$$

At small $S$ the fitted line is therefore broadened only if $\eta>1/3$; a more strongly overcoupled line is narrowed. At larger $S$ such a line can be broadened too: for $\eta=0.3$ and $S=S_c$, (5) gives $w=1.22$.

For the depth, the numerator of $F(iw)$ is $2\eta+3P+\eta\omega$ and the denominator $4+4\omega+S$. Relative to $4\eta(1-\eta)$, the depth changes by

$$\alpha=\frac{3P}{2\eta}-\frac\omega2-\frac S4=\frac{4-7\eta}{4\eta}S.$$

Differentiating $D=4\eta(1-\eta)$ turns this into an error of the inferred $\eta$: $\delta\eta=\eta(1-\eta)\alpha/(1-2\eta)$. The relative error of $\kappa_i$ is $\omega+\delta\eta/\eta$:

$$\frac{\delta\kappa_i}{\kappa_i}=\frac{2(3\eta-1)(2\eta-1)-(1-\eta)(4-7\eta)}{4\eta(2\eta-1)}S=\frac{5\eta^2+\eta-2}{4\eta(2\eta-1)}S.\tag{7}$$

This holds for small $S$ and while $\delta\eta$ is small beside $|2\eta-1|$, so not at critical coupling. For $\eta$ between 0.7 and 1 the factor is close to one, which gives a working rule: the fractional overestimate is about $(2g/\kappa)^2$. At $S=0.1$ the full result is 10% throughout that range.

The overestimate is not universal. The factor in (7) is negative for $0.5<\eta<0.5403$. At $\eta=0.52$ and $S=0.005$ a numerical fit gives a loss 0.9% too low. The window in $S$ is narrow: at $\eta=0.52$ and $S=0.01$ the fitted depth already exceeds one, and at $\eta=0.53$ and $S=0.2$ the loss is 11% too high. For $\eta<1/2$ the factor is positive again, provided the analyst knows that the ring is overcoupled. Near critical coupling and beyond, $D$ can exceed one, and (6) then has no real answer.

At the resolution limit the ratios are:

| $\eta$ | $S_c$ | $D$ | $\kappa_{i,\rm fit}/\kappa_i$ |
|---|---|---|---|
| 1.0 | 0.333 | 0 | 1.31 |
| 0.8 | 0.362 | 0.546 | 1.36 |
| 0.6 | 0.410 | 0.890 | 1.42 |
| 0.4 | 0.500 | 1.059 | none |

## The doublet fit

The data are values $T_n$ at detunings $\nu_n$, normalised to the off-resonance level. Rates are now divided by $2\pi$ and given in GHz.

1. Find starting values: the centroid of $1-T$, its maximum $D_0$, and the width $\Gamma_0=2\times\text{area}/(\pi D_0)$. On an unlimited scan the last is exact for one Lorentzian, whose area is $\pi\Gamma D/2$; a finite scan misses part of the tails, which is harmless for a starting value.
2. Fit $|t|^2$ from (2) with the parameters centre, $\kappa$, $\eta$ and $q=g^2$. The transmission depends on $g$ through $q$, so $\partial T/\partial g=2g\,\partial T/\partial q$ vanishes at $g=0$ and would make the fit singular there. Let $q$ go slightly negative, so that noise around zero is not clipped.
3. Use a bounded least-squares routine with several starts, such as $(\kappa,g)/\Gamma_0=(0.9,0.2)$, $(0.4,0.4)$ and $(1.0,0.3)$. Keep the lowest misfit.
4. Do this separately for $\eta\ge1/2$ and $\eta\le1/2$, and compare the two misfits.
5. Compute the errors. Near the solution, noise $n$ shifts the parameters by $(J^TJ)^{-1}J^Tn$, where $J$ holds the derivatives of the model. For independent noise of standard deviation $\sigma$ the covariance is $C=\sigma^2(J^TJ)^{-1}$. Since $\kappa_i=\eta\kappa$, its variance is $c^TCc$ with $c=(0,\eta,\kappa,0)$. This linear estimate fails for weak splitting near critical coupling: at $g=0$ the derivative of $T$ with respect to $\eta$ is proportional to $1-2\eta$, so it vanishes at $\eta=1/2$ and $J^TJ$ cannot be inverted.

Step 4 matters because weak splitting barely distinguishes the branches. With $u=1/(1+x^2)$ we have $1-x^2=2-1/u$, and to first order in $S$ equation (3) reads

$$1-T=4\eta(1-\eta)\left\{u+S\left[\left(2+\frac1\eta\right)u^2-4u^3\right]\right\}.$$

Changes of depth and width produce combinations of $u$ and $u^2$. The new information is the term $-4Su^3$, whose coefficient inside the braces does not contain $\eta$. At this order an undercoupled and an overcoupled ring can give the same trace; the distinction starts at higher order in $S$. If the misfits are too close, the branch must come from other knowledge, such as a series of coupling gaps.

## A silicon ring near 1550 nm

Take a silicon wire ring of radius 50 µm, group index 4.2 and propagation loss 2 dB/cm, with $\eta=0.8$ and $g/2\pi=0.15$ GHz. Energy decays at the power attenuation per length times the group velocity, which makes 1 GHz equivalent to 3.823 dB/cm. Hence $\kappa_i/2\pi=2/3.823=0.523$ GHz, $\kappa/2\pi=0.523/0.8=0.654$ GHz and

$$S=(0.300/0.654)^2=0.210.$$

This is below $S_c=0.362$: one dip is seen. Equation (5) gives $w=1.177$ and $D=0.581$. The fitted width is $1.177\times0.654=0.770$ GHz, and (6) gives

$$\frac{\kappa_{i,\rm fit}}{2\pi}=\frac{0.770}2\left(1+\sqrt{0.419}\right)=0.634\ \text{GHz},$$

or 2.42 dB/cm instead of 2.00, an overestimate of 21%. The small-$S$ rule (7) predicts 22%.

A scan of $\pm3$ GHz with 601 points also gives 21%. If the baseline is fitted too, the error on this scan grows to 26%, so the closed form, which assumes a known baseline, should not be used to correct such a fit.

With 0.5% rms noise, one simulated trace gives a reduced $\chi^2$ of 4.2 for the single line and 0.97 for the doublet. Over 100 traces the mean $\kappa_i/2\pi$ is 0.635 GHz from single fits and 0.523 GHz from doublet fits. The doublet's standard error is 0.0025 GHz, both predicted and found, or 0.5% of $\kappa_i$. This assumes that the off-resonance level is known exactly. On this scan a normalisation error of 0.1% shifts the fitted $\kappa_i$ by 1.1%, and one of 0.5% by about 5%. Fitting the level as a fifth parameter removes this shift and raises the standard error to 0.0032 GHz. Averaging more traces does not remove the single-fit error.

The wrong, overcoupled branch would give $\kappa_i/2\pi=0.07$ GHz. It raises the expected $\chi^2$ by 201 and is clearly rejected. This excess scales as $1/\sigma^2$, so with 5% noise it would be 2, too little for a decision.

At 0.5% noise, $q$ reaches three standard errors at $g/2\pi=0.0375$ GHz, where $S=0.013$. By (7), backscatter at this detection threshold biases a single fit by about 1.4%.

## What a real ring adds

A loss of a few dB/cm is a rough typical value for silicon wires; the chosen $g$ is a plausible size, not a measured one. The fitted $\kappa_i$ is the total ring loss, including bends and excess loss at the coupler, so equating it with straight-waveguide loss is a further assumption.

Of the effects estimated here, with the sizes assumed, an uneven baseline moves the number most. Reflections at the ends of a 5 mm bus produce fringes of period 7.1 GHz. Treated as a cosine of 0.5% amplitude that multiplies $T$, they put the doublet fit off by up to 1.5% in $\kappa_i$ among eight phases tried, three times the statistical error.

This estimate leaves out part of the effect. Two equal ends with amplitude reflectivity $\rho$ give fringes of amplitude $2\rho^2$, so here $\rho=0.05$. Light reflected at an end also interferes with light reflected by the ring, whose amplitude reaches $|r|=\sqrt{0.023}=0.15$. This changes $T$ by a fraction of up to about $2\rho|r|=1.5\%$ for each end, more than the fringe itself. Also, the round trip between the two ends passes the ring twice and carries the factor $t^2$, so the fringe changes size and phase across the resonance; this alone raises the error to about 2.3%. With the ring at the middle of a lossless 5 mm bus and both ends included, the doublet fit is off by $-3\%$ to $+7\%$ in $\kappa_i$ among 36 pairs of phases tried. Dividing out the fringes seen away from resonance still leaves $-4\%$ to $+5\%$. Such data need a fit model that contains the ring and both bus ends.

The other effects are smaller for the rough values assumed. With 1 µW in the bus, even if all missing power heats the ring, the bias of $\kappa_i$ is about 0.002%; two-photon absorption adds about $10^{-4}$ dB/cm, and free carriers less. A 1 MHz laser linewidth is 0.15% of $\kappa$ and raises the fitted $\kappa_i$ by 0.2%. Backscatter that also dissipates, giving the standing waves widths that differ by 10% of $\kappa_i$, shifts the fitted $\kappa_i$ by 0.04%. This last estimate depends strongly on the assumed difference: at 50% of $\kappa_i$ the shift is 1.3%, and at 100% about 9%. When the standing waves are also split in frequency, unequal widths make the dip asymmetric. Reflections at the bus ends can do the same, so a visible asymmetry shows that (2) is incomplete but does not by itself identify the cause. A full ring calculation with a localised reflector differs from (2) by less than $5\times10^{-6}$ in $T$ over this scan. The inputs behind these estimates are listed in the numerical output.

## Computed results

```
wavelength 1550 nm, group index 4.2, radius 50 um
true propagation loss 2.000 dB/cm; 1 GHz = 3.8229 dB/cm
ki/2pi 0.5232, ke/2pi 0.1308, k/2pi 0.6540, g/2pi 0.1500 GHz
eta 0.800, S 0.2104, resolution limit Sc 0.3616
intrinsic Q 3.697e+05; free spectral range 227.2 GHz
peak dip 0.5517; peak back-reflection 0.0230
max |T(coupled modes) - T(ring matrix)| 4.33e-06
closed-form vs numerical single fit, max difference 4.4e-08
single fit, unlimited scan: w 1.1774, depth 0.5807, ki ratio 1.2124
  fitted width 0.7700 GHz; ki/2pi 0.6343 GHz; loss 2.425 dB/cm
  small-S coefficient 1.0417; estimate of ratio 1.2192
scan +-3 GHz, 601 points: ki ratio 1.2136
  same scan with free baseline: ki ratio 1.2590
single-fit error at the resolution limit (nan: fitted depth > 1):
  eta 1.0: Sc 0.3333, w 1.3081, depth 0.0000, ki ratio 1.3081
  eta 0.9: Sc 0.3458, w 1.3032, depth 0.2995, ki ratio 1.3299
  eta 0.8: Sc 0.3616, w 1.2970, depth 0.5464, ki ratio 1.3566
  eta 0.7: Sc 0.3821, w 1.2890, depth 0.7423, ki ratio 1.3881
  eta 0.6: Sc 0.4096, w 1.2786, depth 0.8899, ki ratio 1.4190
  eta 0.4: Sc 0.5000, w 1.2457, depth 1.0589, ki ratio nan
  eta 0.3: Sc 0.5748, w 1.2203, depth 1.0962, ki ratio nan
ki ratio at S = 0.1: eta 0.7: 1.1029, eta 0.8: 1.1026, eta 0.9: 1.1003, eta 1.0: 1.0976
small-S sign change at eta 0.5403
eta 0.52, S 0.005: numerical ki ratio 0.9907
noise 0.005 rms; first trace reduced chi2: single 4.215, doublet 0.968
first trace doublet: ki/2pi 0.5235, ke/2pi 0.1306 GHz
  g/2pi 0.1504 GHz; loss 2.001 dB/cm
100 traces, mean ki/2pi: doublet 0.5231, single 0.6348 GHz
doublet ki standard error: predicted 0.00247, found 0.00245 GHz
3-sigma detectable g/2pi 0.0375 GHz, S there 0.0132
noise-free misfit/noise^2: single 1932.4, wrong branch 201.221
wrong (overcoupled) branch: ki/2pi 0.0698 GHz, eta 0.0747
neglected effects, rough inputs:
  bus power 1.0 uW, dn/dT 1.86e-04 /K, oxide 1.4 W/(m K)
  wire height 2.1 um, effective wire radius 0.2 um
  thermal resistance 1101 K/W, resonance shift 8.57 GHz/K
  heating shift if all bus power heats ring 9.43 MHz; ki bias -0.002 %
  TPA 0.70 cm/GW, area 0.10 um2, carrier lifetime 1.0 ns
  free-carrier cross-section 1.45e-17 cm2
  circulating power 36.5 uW; TPA loss 1.11e-04, carrier loss 2.30e-07 dB/cm
  laser linewidth 1.0 MHz = 0.153 % of k
  fringe amplitude 0.5 %, bus 5 mm, period 7.14 GHz
  worst doublet-fit ki bias from fringes -1.51 %
  standing-wave widths differing by 10 % of ki: ki bias +0.042 %
```
